# Spin Expectation Value and Collinearity Test for Two-Component Determinants, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: counting the electrons that spin operators lift out

Three electrons on a triangle of sites, with hopping $t$ and on-site repulsion $U=10t$, have several self-consistent mean-field solutions, two of which are compared here. In one, the site moments are $(0.600,0.600,0.490)$ on two sites and $(-0.587,-0.587,-0.479)$ on the third, all parallel or antiparallel to one axis. Along that axis the total spin does not fluctuate: its variance is zero to the six printed decimals. In the other, the moments are $(0.970,0,0)$ and $(-0.485,\pm0.840,0)$, with no $z$ component anywhere, and the smallest variance along any direction is $0.364\,\hbar^2$. The first solution is collinear and the second is not. Moments that point in different directions prove noncollinearity, but parallel moments do not prove collinearity: a determinant can be noncollinear although its site moments are parallel, or although no site has a moment, as an example near the end shows. The variance of the total spin does decide, and the reason can be derived from the density matrix.

### Conventions

Set $\hbar=1$. Let $\Phi$ be a normalized determinant of $N$ orthonormal two-component spinors. Each spinor may mix spin up and spin down, with complex spatial parts. The one-electron spin operators are $s_i=\sigma_i/2$, where $i=x,y,z$ and $\sigma_i$ are the Pauli matrices; the total spin is $S_i=\sum_e s_i(e)$.

The projector on the occupied spinors is $P=\sum_o|o\rangle\langle o|$. It obeys $P^2=P$ and $\mathrm{Tr}\,P=N$. Since $1,\sigma_x,\sigma_y,\sigma_z$ span the $2\times2$ matrices,

$$P=1\otimes p_0+\sum_k\sigma_k\otimes p_k ,\qquad p_k=\tfrac12\mathrm{Tr}_s(\sigma_kP), \tag{1}$$

where $\mathrm{Tr}_s$ is the trace over spin alone and $p_0=\frac12\mathrm{Tr}_sP$. The four spatial matrices are Hermitian because $P$ is. The spin-summed density matrix is $D=2p_0$. The Pauli matrices are traceless and $\sigma_k^2=1$, so

$$\langle S_k\rangle=\tfrac12\mathrm{Tr}(P\sigma_k)=\mathrm{Tr}\,p_k. \tag{2}$$

The diagonal element $2p_k(\mathbf r,\mathbf r)$ is the spin magnetization density in Bohr magnetons for $g=2$. It is taken parallel to the spin, which leaves out the minus sign due to the electron's charge.

The fluctuations of the total spin are collected in a real symmetric $3\times3$ matrix,

$$C_{ij}=\tfrac12\langle S_iS_j+S_jS_i\rangle-\langle S_i\rangle\langle S_j\rangle . \tag{3}$$

For a real unit vector $\mathbf n$, $\mathbf n^{T}C\mathbf n$ is the variance of $\mathbf n\cdot\mathbf S$. A determinant is called collinear if its occupied space can be spanned by spinors that are each purely up or purely down along one common axis. This definition refers to the occupied space, because a unitary mixing of the occupied spinors changes $\Phi$ by a phase at most.

### The total spin acting on a determinant

Let $o$ label occupied and $v$ empty spinors of a complete orthonormal set. The operator $S_j$ takes one electron from an occupied spinor and puts it elsewhere. If it returns to the same spinor, the result is proportional to $\Phi$. If it goes to another occupied spinor, the result vanishes by the Pauli principle. If it goes to an empty one, the result is a singly excited determinant $\Phi_o^v$. Hence

$$S_j|\Phi\rangle=\langle S_j\rangle|\Phi\rangle+\sum_{ov}\langle v|s_j|o\rangle\,|\Phi_o^v\rangle . \tag{4}$$

The determinants on the right are orthonormal. Taking the inner product of $S_i\Phi$ with $S_j\Phi$ and subtracting the product of the means gives

$$G_{ij}\equiv\langle S_iS_j\rangle-\langle S_i\rangle\langle S_j\rangle=\sum_{ov}\langle o|s_i|v\rangle\langle v|s_j|o\rangle=\mathrm{Tr}(Ps_iQs_j), \tag{5}$$

where $Q=1-P$. Spin fluctuations of a determinant therefore come entirely from electrons that a spin operator lifts out of the occupied space.

### Real and imaginary parts

Inserting $Q=1-P$ splits $G_{ij}$ into $\frac14\mathrm{Tr}(P\sigma_i\sigma_j)-\frac14\mathrm{Tr}(P\sigma_iP\sigma_j)$. With $\sigma_i\sigma_j=\delta_{ij}+i\sum_k\epsilon_{ijk}\sigma_k$ and eq. (2), the first part is

$$\tfrac14\mathrm{Tr}(P\sigma_i\sigma_j)=\tfrac N4\delta_{ij}+\tfrac i2\sum_k\epsilon_{ijk}\langle S_k\rangle . \tag{6}$$

The second part is symmetric in $i$ and $j$, because the trace is cyclic. It is also real: complex conjugation reverses the order of the Hermitian factors, and cyclicity restores it. The imaginary part of $G$ is thus antisymmetric and comes from the commutator of spin components. The symmetric part is

$$C_{ij}=\tfrac N4\delta_{ij}-\tfrac14\mathrm{Tr}(P\sigma_iP\sigma_j). \tag{7}$$

### The trace gives $\langle S^2\rangle$

Definition (3) gives $\langle S^2\rangle=|\langle\mathbf S\rangle|^2+\mathrm{Tr}\,C$. The trace of eq. (7) requires $\sum_i\sigma_iP\sigma_i$. For the part of $P$ containing the unit matrix, each term reproduces that part, which gives a factor 3. For the part containing $\sigma_k$, the term $i=k$ gives $+\sigma_k$, while the other two give $-\sigma_k$ each because different Pauli matrices anticommute. The sum is $-\sigma_k$. Therefore

$$\sum_i\sigma_iP\sigma_i=3(1\otimes p_0)-\sum_k\sigma_k\otimes p_k=4(1\otimes p_0)-P . \tag{8}$$

Multiply by $P$ and take the trace. The spin trace gives $\mathrm{Tr}[P(1\otimes p_0)]=2\,\mathrm{Tr}\,p_0^2$, and $\mathrm{Tr}\,P^2=N$, so

$$\sum_i\mathrm{Tr}(P\sigma_iP\sigma_i)=8\,\mathrm{Tr}\,p_0^2-N=2\,\mathrm{Tr}\,D^2-N . \tag{9}$$

Hence $\mathrm{Tr}\,C=\frac{3N}4-\frac14(2\,\mathrm{Tr}\,D^2-N)=N-\frac12\mathrm{Tr}\,D^2$, and

$$\boxed{\langle S^2\rangle=|\langle\mathbf S\rangle|^2+N-\tfrac12\mathrm{Tr}\,D^2} \tag{10}$$

Two limits check the factors. For one electron in a spinor with spatial parts $f$ and $g$, put $a=\langle f|f\rangle$ and $b=\langle g|g\rangle$, with $a+b=1$. Then $|\langle\mathbf S\rangle|^2=\frac14(a-b)^2+|\langle f|g\rangle|^2$ and $\mathrm{Tr}\,D^2=a^2+b^2+2|\langle f|g\rangle|^2$. The overlaps cancel in eq. (10), leaving

$$\langle S^2\rangle=1+\tfrac14(a-b)^2-\tfrac12(a^2+b^2)=1-\tfrac14(a+b)^2=\tfrac34 ,$$

as it must be for spin one half, however the spin is tied to position.

For a collinear determinant with $N_\alpha$ up orbitals $\alpha$ and $N_\beta$ down orbitals $\beta$, let $M=(N_\alpha-N_\beta)/2$. Here $D$ is the sum of two spatial projectors, $D=P_\alpha+P_\beta$, so $\mathrm{Tr}\,D^2=N+2\,\mathrm{Tr}(P_\alpha P_\beta)$. Equation (10) becomes the unrestricted formula

$$\langle S^2\rangle=M^2+\frac N2-\sum_{\alpha\beta}|\langle\alpha|\beta\rangle|^2 . \tag{11}$$

### The whole covariance matrix

To evaluate eq. (7) element by element, insert eq. (1) for both factors $P$. Define

$$T_{ij}=\mathrm{Tr}(p_ip_j), \tag{12}$$

which is real and symmetric because the $p_i$ are Hermitian. Three kinds of terms occur.

The term with two factors $p_0$ contains $\mathrm{tr}(\sigma_i\sigma_j)=2\delta_{ij}$ and gives $2\delta_{ij}\mathrm{Tr}\,p_0^2$.

The terms with one $p_0$ and one $p_k$ contain $\mathrm{tr}(\sigma_k\sigma_i\sigma_j)=2i\epsilon_{kij}$ when $p_k$ stands in the left factor, and $\mathrm{tr}(\sigma_i\sigma_k\sigma_j)=2i\epsilon_{ikj}=-2i\epsilon_{kij}$ when it stands in the right one. Both multiply $\mathrm{Tr}(p_0p_k)$, so they cancel.

The terms with $p_k$ and $p_l$ contain a trace of four Pauli matrices. Multiplying them in pairs gives

$$\begin{aligned}\mathrm{tr}(\sigma_k\sigma_i\sigma_l\sigma_j)&=2\delta_{ki}\delta_{lj}-2\sum_m\epsilon_{kim}\epsilon_{ljm}\\&=2(\delta_{ki}\delta_{lj}-\delta_{kl}\delta_{ij}+\delta_{kj}\delta_{il}).\end{aligned} \tag{13}$$

The second line uses $\sum_m\epsilon_{kim}\epsilon_{ljm}=\delta_{kl}\delta_{ij}-\delta_{kj}\delta_{il}$. Contracting with $T_{kl}$ gives $4T_{ij}-2\delta_{ij}\mathrm{Tr}\,T$. Altogether,

$$\mathrm{Tr}(P\sigma_iP\sigma_j)=2\delta_{ij}(\mathrm{Tr}\,p_0^2-\mathrm{Tr}\,T)+4T_{ij}. \tag{14}$$

Idempotency now fixes $N$ in terms of the same quantities:

$$N=\mathrm{Tr}\,P^2=2\,\mathrm{Tr}\,p_0^2+2\,\mathrm{Tr}\,T . \tag{15}$$

Substituting (14) and (15) in (7), the terms in $p_0$ cancel, while the two contributions $2\,\mathrm{Tr}\,T$ add:

$$\boxed{C=(\mathrm{Tr}\,T)\,1-T} \tag{16}$$

This has the form of an inertia tensor. The spin density matrices play the part of the mass distribution: the variance about an axis measures what lies off that axis.

### When an eigenvalue vanishes

Contracting eq. (5) with a real unit vector $\mathbf n$ removes the antisymmetric part and gives

$$\mathbf n^{T}C\mathbf n=\sum_{ov}|\langle v|\mathbf n\cdot\mathbf s|o\rangle|^2\ge0 . \tag{17}$$

No eigenvalue of $C$ is negative. If one is zero, with real eigenvector $\mathbf n$, every term in eq. (17) vanishes, so $\mathbf n\cdot\boldsymbol\sigma$ maps the occupied space into itself. It can then be diagonalized within that space. Its eigenvalues there are $\pm1$, because $(\mathbf n\cdot\boldsymbol\sigma)^2=1$, and its eigenvectors are occupied spinors of pure spin along $\mathbf n$. The determinant is collinear. Conversely, for a collinear determinant with axis $\mathbf n$, no matrix element in eq. (17) survives, and $\mathbf n$ is an eigenvector of $C$ with eigenvalue zero.

### Why the real symmetric part is needed

The Hermitian matrix $G$ does not provide the same test. Take two orthonormal orbitals $\varphi$ and $\chi$, and occupy the spinors $\varphi{\uparrow}$ and $(\varphi{\downarrow}+\chi{\uparrow})/\sqrt2$. Within this occupied space, in this order, the Pauli matrices become

$$A_x=\frac1{\sqrt2}\begin{pmatrix}0&1\\1&0\end{pmatrix},\quad A_y=\frac1{\sqrt2}\begin{pmatrix}0&-i\\i&0\end{pmatrix},\quad A_z=\begin{pmatrix}1&0\\0&0\end{pmatrix}.$$

Since $\mathrm{Tr}(P\sigma_iP\sigma_j)=\mathrm{Tr}(A_iA_j)=\delta_{ij}$, eq. (7) gives $C=\frac14(2-1)\,1=\frac14\,1$. No eigenvalue vanishes, so the determinant is noncollinear. But $\langle\mathbf S\rangle=(0,0,\frac12)$, and eq. (6) adds an imaginary part:

$$G=\frac14\begin{pmatrix}1&i&0\\-i&1&0\\0&0&1\end{pmatrix},$$

with eigenvalues $0,\frac14,\frac12$, as the numerical output confirms. The null vector $(1,i,0)$ belongs to $S_x+iS_y=S_+$. This operator annihilates the determinant, since it turns the second spinor into a copy of the first. A complex null vector does not define an axis in space.

### Nonorthogonal basis functions

In a spatial basis with overlap matrix $\mathcal S$, write $\mathcal S=B^\dagger B$. Spinor coefficients in an orthonormal basis follow on multiplication by $B$, so each $p_k$ becomes $Bp_kB^\dagger$. Cyclicity of the trace then gives

$$T_{ij}=\mathrm{Tr}(p_i\mathcal S p_j\mathcal S),\qquad \langle S_k\rangle=\mathrm{Tr}(p_k\mathcal S), \tag{18}$$

and likewise $N=\mathrm{Tr}(D\mathcal S)$, with $\mathrm{Tr}\,D^2$ replaced by $\mathrm{Tr}(D\mathcal SD\mathcal S)$. Random determinants with one to five electrons on three sites test these forms, together with (10) and (16), against spin operators acting in the full many-electron space.

## Second derivation: turning the determinant about an axis

The symbols carried over are these. $\Phi$ is a determinant of $N$ orthonormal spinors, and $P=1\otimes p_0+\sum_k\sigma_k\otimes p_k$ is the projector on its occupied space. $D=2p_0$ is the spin-summed density matrix, $T_{ij}=\mathrm{Tr}(p_ip_j)$, and $C$ is the real symmetric covariance matrix of the total spin, with $\hbar=1$. The first derivation gave

$$\langle S^2\rangle=|\langle\mathbf S\rangle|^2+N-\tfrac12\mathrm{Tr}\,D^2,\qquad C=(\mathrm{Tr}\,T)1-T,$$

and a zero eigenvalue of $C$ for collinear determinants and no others. The same results are now obtained without excited determinants and without traces of four Pauli matrices.

### The spectrum of one spin component

Turn the spins of all electrons by an angle $\theta$ about a real unit vector $\mathbf n$. Each spinor is multiplied by

$$e^{-i\theta\,\mathbf n\cdot\boldsymbol\sigma/2}=\cos\tfrac\theta2-i\,\mathbf n\cdot\boldsymbol\sigma\,\sin\tfrac\theta2 ,$$

which follows from $(\mathbf n\cdot\boldsymbol\sigma)^2=1$. The overlap of two determinants is the determinant of the overlaps of their spinors. Let $A_{\mathbf n}$ be the $N\times N$ matrix of $\mathbf n\cdot\boldsymbol\sigma$ between occupied spinors, and $\lambda_a$ its eigenvalues. Choosing the occupied spinors that diagonalize it,

$$\begin{aligned}\langle\Phi|e^{-i\theta\,\mathbf n\cdot\mathbf S}|\Phi\rangle&=\prod_{a=1}^N\left(\cos\tfrac\theta2-i\lambda_a\sin\tfrac\theta2\right)\\&=\prod_{a=1}^N\left(\tfrac{1+\lambda_a}2e^{-i\theta/2}+\tfrac{1-\lambda_a}2e^{i\theta/2}\right).\end{aligned} \tag{19}$$

The left side is the characteristic function of a measurement of $\mathbf n\cdot\mathbf S$. The right side is that of $N$ independent variables, each equal to $+\frac12$ with probability $(1+\lambda_a)/2$ and to $-\frac12$ otherwise. Each has mean $\lambda_a/2$ and variance $\frac14-\frac14\lambda_a^2$. Means and variances of independent variables add, so

$$\langle\mathbf n\cdot\mathbf S\rangle=\tfrac12\sum_a\lambda_a,\qquad \mathbf n^{T}C\mathbf n=\tfrac14\sum_a(1-\lambda_a^2). \tag{20}$$

Each $\lambda_a$ is an expectation value of $\mathbf n\cdot\boldsymbol\sigma$, so $|\lambda_a|\le1$. The variance vanishes if and only if every $\lambda_a$ is $\pm1$. An operator with eigenvalues $\pm1$ reaches the expectation value $\pm1$ only in an eigenvector, so every such spinor is purely up or down along $\mathbf n$. This is the collinearity criterion again, now with a measure of how far each occupied spinor is from satisfying it.

Turning the spins about an axis has given the variance along it from the occupied eigenvalues $\lambda_a$, and with it the collinearity criterion again. It remains to recover the formulas for $C$ and $\langle S^2\rangle$ by this route and to apply the test to the solutions on the triangle.

Numbers in the example were calculated in double precision.
